# Two-photon ladder in He-like ions: no-pair energy and its leading remainder, part 1

(Sections cited here and not found follow in the second part.)

## Form of the answer

Two electrons bound to a fixed point nucleus of charge $Ze$ exchange two photons. The diagram has four vertices and is proportional to $e^4$, that is to $\alpha^2$ with $\alpha=e^2/\hbar c$ (Gaussian units). The nuclear field is kept to all orders and enters only through $x=Z\alpha$, and the only energy that can be built from $m,c,\hbar$ is $mc^2$. Hence
$$\Delta E=\alpha^2mc^2\,F(x)=E_h\,F(x),$$
where $E_h=\alpha^2mc^2=e^2/a_0$ is the hartree and $a_0=\hbar^2/me^2$. The value $F(0)$ is the nonrelativistic second-order energy.

For $x\ll1$ three momentum scales are separated: $mc$, the orbital momentum $x\,mc$, and the excitation energy over $c$, $x^2mc$. An expansion in $v^2/c^2$ at the orbital scale gives even powers of $x$. A process with loop momentum of order $mc$ needs the electrons within $\hbar/mc=\alpha a_0$ of each other and acts on the orbital motion as a contact term. Its size is fixed by dimensions:
$$\alpha^2mc^2\Big(\frac{\hbar}{mc}\Big)^3\langle\delta(\mathbf r_{12})\rangle=\alpha^3D\,E_h,\qquad D\equiv a_0^3\langle\delta(\mathbf r_{12})\rangle .$$
For two 1s orbitals with density $\rho=(Z^3/\pi a_0^3)e^{-2Zr/a_0}$,
$$\langle\delta\rangle=\int\rho^2d^3r=\frac{Z^6}{\pi^2a_0^6}\,4\pi\,\frac{2}{(4Z/a_0)^3}=\frac{Z^3}{8\pi a_0^3},$$
so $\alpha^3D=x^3/8\pi=0.0397887\,x^3$. If the loop integrand behaves as $dk/k$ between two neighbouring scales, whose ratio is $1/x$, the contact term is multiplied by $\ln(1/x)$. If a static potential with positive-energy intermediate states accounts for the even powers through $x^2$, what it misses is therefore expected to have the form $x^3[a\ln(1/x)+b]E_h$. The theorem below shows this for the Coulomb-plus-Breit potential in Coulomb gauge, and its part (d) gives two treatments for which it fails.

## Assumptions and conventions

The one-electron states solve $h\varphi_n=\varepsilon_n\varphi_n$ with $h=c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2-Ze^2/r$ (Furry picture, point nucleus of infinite mass). The reference state $\Psi$ is the normalized antisymmetric $1s^2$, $J=0$ state, with $E=2\varepsilon_a$ and $\varepsilon_a=\varepsilon_{1s}$. The Feynman propagator is
$$G(\epsilon)=\sum_n\frac{|n\rangle\langle n|}{\epsilon-\varepsilon_n(1-i0)},$$
so positive-energy poles lie below the real axis and negative-energy poles above it. In Coulomb gauge the exchange of one photon carrying energy $\omega$ is $I(\omega)=V+I_T(\omega)$ with $V=e^2/r_{12}$ and
$$I_T(\omega)=\int\!\frac{d^3k}{(2\pi)^3}\,\frac{4\pi e^2\hbar^2c^2\,T_{\mathbf k}}{\omega^2-\omega_k^2+i0},\qquad T_{\mathbf k}=\sum_{\boldsymbol\epsilon\perp\mathbf k}(\boldsymbol\alpha_1\cdot\boldsymbol\epsilon)(\boldsymbol\alpha_2\cdot\boldsymbol\epsilon)\,e^{i\mathbf k\cdot\mathbf r_{12}},$$
where $\omega_k=\hbar ck$. At $\omega=0$ the kernel is $-4\pi e^2T_{\mathbf k}/k^2$. Since $4\pi/k^2\leftrightarrow1/r$ and $4\pi k_ik_j/k^4\leftrightarrow\tfrac12\partial_i\partial_jr=(\delta_{ij}-n_in_j)/2r$, this is the Breit operator
$$I_T(0)=B=-\frac{e^2}{2r_{12}}\big[\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2+(\boldsymbol\alpha_1\cdot\mathbf n)(\boldsymbol\alpha_2\cdot\mathbf n)\big].$$

Between the two rungs both electrons propagate freely in the nuclear field. In the time domain the pair propagator $iG_{12}$ is the product $(iG_1)(iG_2)$, and the Fourier transform of a product is a convolution with measure $d\omega/2\pi$, so $G_{12}=\frac{i}{2\pi}\int d\omega\,G_1G_2$. Because both external energies equal $\varepsilon_a$, both rungs carry the same $|\omega|$, and $I$ is even in $\omega$. With $A=\varepsilon_{n_1}-\varepsilon_a$, $C=\varepsilon_{n_2}-\varepsilon_a$ and $s_i=\operatorname{sign}\varepsilon_{n_i}$, the irreducible ladder is
$$\Delta E_{\rm irr}=\frac{i}{2\pi}\int\! d\omega\sum_{n_1n_2}{}'\,\frac{\langle\Psi|I(\omega)|n_1n_2\rangle\langle n_1n_2|I(\omega)|\Psi\rangle}{(\omega-A+is_10)(-\omega-C+is_20)} .\tag{1}$$
The sum runs over all product states except $1s\,1s$; exchange is contained in the antisymmetry of $\Psi$. The letters C and T label a Coulomb and a transverse rung.

## Theorem

Let $\Delta E_{\rm lad}=\Delta E_{\rm irr}+\Delta E_{\rm red}$ be the Coulomb-gauge ladder, and let
$$\Delta E_{++}=\sum_{\varepsilon_{n_1},\varepsilon_{n_2}>0}{}'\ \frac{|\langle n_1n_2|V+B|\Psi\rangle|^2}{E-\varepsilon_{n_1}-\varepsilon_{n_2}}\tag{2}$$
be the second-order energy of no-pair many-body perturbation theory.

(a) If $I(\omega)$ is replaced by $I(0)=V+B$ and negative-energy states are removed, $\Delta E_{\rm lad}=\Delta E_{++}$, exactly in $x$.

(b) In the CC channel the remainder is exactly the sum over states with both energies negative, and at leading order in $x$ it equals $(\pi/2-5/3)\,\alpha^3D\,E_h$.

(c) At leading order in $x$ the whole remainder is
$$\Delta E_{\rm lad}-\Delta E_{++}=\alpha^3D\,E_h\Big[\tfrac{10}{3}\ln\tfrac1x+O(1)\Big].$$

(d) The order $x^3$ is lost if retardation is dropped while negative-energy states are kept (a term $-\tfrac23x^2E_h$ appears), and if the ladder alone is taken in Feynman gauge (terms of order $xE_h$ appear, with a coefficient that is logarithmically infrared divergent through the reference state).

Of the constant in (c) only the CC part is derived. Parts (b) to (d) rest on a separation of momentum regions and power counting; they are asymptotic statements for $x\to0$ and carry no error bound.

## Lemma 1. The reducible part

*The $1s\,1s$ intermediate state contributes*
$$\Delta E_{\rm red}=-\frac12\,\frac{i}{2\pi}\int\! d\omega\,J(\omega)\Big[\frac1{(\omega+i0)^2}+\frac1{(\omega-i0)^2}\Big],\qquad J=\langle\Psi|I(\omega)|\Psi\rangle^2.\tag{3}$$

*Proof.* Give each external electron the energy $\varepsilon_a+\delta/2$. The amputated two-electron amplitude $\mathcal T(\delta)$ in the state $\Psi$ has a pole at the exact level shift. Define $U(\delta)$ by $\mathcal T=U/(1-U/\delta)$; the pole is at $\delta=U(\delta)$. In first order no energy is transferred, so $U_1=\langle I(0)\rangle$ does not depend on $\delta$. In second order $\mathcal T_2=U_2+U_1^2/\delta$, and the shift is $U_1+U_2(0)$. Among the $1s\,1s$ states only $\Psi$ is reached, because $I$ conserves $J$ and exchange symmetry. Its term in $\mathcal T_2$ has the denominator
$$\frac1{(\frac\delta2+\omega+i0)(\frac\delta2-\omega+i0)}=\frac1\delta\Big[\frac1{\frac\delta2+\omega+i0}+\frac1{\frac\delta2-\omega+i0}\Big].$$
At $\delta=0$ the bracket is $-2\pi i\,\delta_D(\omega)$, with $\delta_D$ the Dirac delta function, which gives $\frac{i}{2\pi}(-2\pi i)J(0)/\delta=U_1^2/\delta$. The term of the bracket linear in $\delta$ is $-\frac\delta2[(\omega+i0)^{-2}+(\omega-i0)^{-2}]$, and dividing by $\delta$ gives (3). $\square$

## Lemma 2. Pole integrals

*For real $A,C$ with $A+C\neq0$ in the first two cases,*
$$\frac{i}{2\pi}\int\!\frac{d\omega}{(\omega-A+is_10)(-\omega-C+is_20)}=\begin{cases}+1/(-A-C)&s_1=s_2=+\\-1/(-A-C)&s_1=s_2=-\\0&s_1\ne s_2.\end{cases}$$

*Proof.* The integrand falls as $\omega^{-2}$, so the contour may be closed on either side. The poles are at $A-is_10$ and $-C+is_20$. For $++$ only the first lies below the axis; the clockwise contour gives $-2\pi i/(-A-C)$, and $\frac{i}{2\pi}(-2\pi i)=+1$. For $--$ only the first lies above; the counterclockwise contour gives $+2\pi i/(-A-C)$, and $\frac{i}{2\pi}(2\pi i)=-1$. For $s_1\ne s_2$ both poles lie on one side and the contour is closed on the other. $\square$

**Proof of (a).** With a static interaction the numerator of (1) leaves the integral, and $-A-C=E-\varepsilon_{n_1}-\varepsilon_{n_2}$. Lemma 2 gives $\Delta E_{\rm irr}=\Delta E_{++}+\Delta E_{--}$ with
$$\Delta E_{--}=-\sum_{\varepsilon_{n_1},\varepsilon_{n_2}<0}\frac{|\langle n_1n_2|I(0)|\Psi\rangle|^2}{E-\varepsilon_{n_1}-\varepsilon_{n_2}} .\tag{4}$$
In (3) $J$ is constant and each double pole lies on one side of the axis, so $\Delta E_{\rm red}=0$. Removing negative-energy states removes (4). $\square$

*Remark.* States with one positive and one negative energy can have $\varepsilon_{n_1}+\varepsilon_{n_2}=E$. In an unprojected Dirac-Coulomb perturbation sum they give vanishing denominators (the Brown-Ravenhall continuum). In the static ladder their weight is zero. The $--$ term has the opposite sign to the one such a sum would assign: its denominator is positive, about $4mc^2$, so (4) is negative. It is the time ordering in which two virtual pairs are present.

## Lemma 3. Partial-wave form of the Coulomb sums

*With radial functions $(P,Q)$, Dirac quantum number $\kappa$, $j=|\kappa|-\frac12$ and large-component orbital number $L$,*
$$\Delta E^{CC}_{\pm\pm}=\pm\sum_\kappa\frac{j+\frac12}{(2L+1)^2}\sum_{n_1n_2}{}'\frac{e^4R_L(n_1\kappa,n_2\kappa)^2}{E-\varepsilon_{n_1}-\varepsilon_{n_2}},\tag{5}$$
*where $R_L=\iint\rho_{n_1}(r_1)\,\frac{r_<^L}{r_>^{L+1}}\,\rho_{n_2}(r_2)\,dr_1dr_2$ and $\rho_n=P_aP_n+Q_aQ_n$.*

*Proof.* Expand $1/r_{12}=\sum_L(r_<^L/r_>^{L+1})\frac{4\pi}{2L+1}\sum_MY_{LM}(1)Y^*_{LM}(2)$. The large-component angular part of $\Psi$ is $\chi_S/4\pi$ with $\chi_S$ the spin singlet, so the multipole $L$ produces $\Phi/(2L+1)$ with $\Phi=\sum_MY_{LM}(1)Y_{LM}^*(2)\chi_S$. Let $\Theta$ be time reversal: $\Theta Y=Y^*$, $\Theta\!\uparrow=\downarrow$, $\Theta\!\downarrow=-\uparrow$. Then $\Phi=2^{-1/2}\sum_\nu|\nu\rangle|\Theta\nu\rangle$ over the $2(2L+1)$ states $Y_{LM}\chi_s$. This sum is unchanged by a unitary change of basis because $\Theta$ is antilinear. In the basis $|jm\rangle$ both electrons have the same $j$, and the block of given $j$ has squared norm $(2j+1)/2$. The small-component spinors are $\Omega_{-\kappa m}=-\boldsymbol\sigma\cdot\hat{\mathbf r}\,\Omega_{\kappa m}$; since $\boldsymbol\sigma\cdot\hat{\mathbf r}$ squares to one and commutes with $Y_{LM}$, they have the same angular matrix elements. $\square$

## Lemma 4. Loop momenta large against $x\,mc$

Let $\xi=\hbar k/mc$ and $\eta=\sqrt{1+\xi^2}$. For $\xi\gg x$ the orbital momenta and the binding are negligible inside the loop. The amplitude $M(\mathbf p',\mathbf p)$ between relative momenta becomes the constant $M(0,0)$, and the integrals of the wave function over $\mathbf p$ and $\mathbf p'$ give its value at $r_{12}=0$, hence $\langle\delta\rangle M(0,0)$. Measure $\omega$ in units of $mc^2$ and write each rung as $4\pi e^2(\hbar/mc)^2\,\hat I$, with $\hat I_C=\xi^{-2}$ and $\hat I_T=\sum_{\boldsymbol\epsilon}(\boldsymbol\alpha_1\cdot\boldsymbol\epsilon)(\boldsymbol\alpha_2\cdot\boldsymbol\epsilon)/(\omega^2-\xi^2+i0)$. The singlet is rotationally invariant, so $d^3k\to4\pi k^2dk$, and $(4\pi)^2\,4\pi/(2\pi)^3=8$. The dimensional factor is $e^4(\hbar/mc)^4(mc/\hbar)^3/mc^2=\alpha^2\hbar^3/m^2c=\alpha^3a_0^3E_h$. Therefore
$$\delta E=\alpha^3D\,E_h\int f(\xi)\,d\xi,\qquad f=8\xi^2\big[\mathcal L(\xi)-\mathcal L^{\rm static}_{++}(\xi)\big],\tag{6}$$
$$\mathcal L=\frac{i}{2\pi}\int\! d\omega\,\langle S|\hat I\,G_1(1+\omega,\mathbf k)\,G_2(1-\omega,-\mathbf k)\,\hat I|S\rangle,$$
with $|S\rangle$ the singlet at rest. The free propagator is $G(\epsilon)=\Lambda_+/(\epsilon-\eta+i0)+\Lambda_-/(\epsilon+\eta-i0)$ with $\Lambda_\pm=[\eta\pm(\boldsymbol\alpha\cdot\boldsymbol\xi+\beta)]/2\eta$.

The poles in $\omega$ lie at $\eta-1-i0$, $\eta+1-i0$, $\xi-i0$ and at the mirror points $-\omega$. All are in the second and fourth quadrants, so the contour can be turned counterclockwise to $\omega=iw$, and $\frac{i}{2\pi}\int d\omega\to-\frac1{2\pi}\int dw$.

Two rules of counting follow. At large $\xi$ two rungs give $\xi^{-4}$, two propagators and $d\omega$ give $\xi^{-1}$, so $f\sim\xi^{-3}$ and the integral converges above $\xi\sim1$. At small $\xi$ formula (6) stops being valid at $\xi\sim x$. A behaviour $f\sim\xi^{-n}$ then gives $x^3$ for $n<1$, $x^3\ln(1/x)$ for $n=1$ and $x^{4-n}$ for $n>1$.

**Proof of (b).** $V$ is static, so (4) is the exact CC remainder. The vertices are unit matrices, and the upper block of $\Lambda_-$ is $(\eta-1)/2\eta$ for each electron. The weight in (4) is $-1/(2+2\eta)$. Using $\xi^2=(\eta-1)(\eta+1)$,
$$f_{CC}=8\xi^2\,\frac1{\xi^4}\,\frac{(\eta-1)^2}{4\eta^2}\,\frac{-1}{2(1+\eta)}=-\frac{\eta-1}{\eta^2(\eta+1)^2}.$$
It vanishes as $-\xi^2/8$ at small $\xi$, so the region $\xi\lesssim x$ does not matter at leading order; at $\xi=1$ it equals $-0.035534$. Put $\xi=\sinh t$ and $u=\tanh(t/2)$. Then $\eta=\frac{1+u^2}{1-u^2}$, $\eta-1=\frac{2u^2}{1-u^2}$, $\eta+1=\frac2{1-u^2}$ and $d\xi=\eta\,\frac{2\,du}{1-u^2}$, so
$$f_{CC}\,d\xi=-\frac{2u^2}{1-u^2}\cdot\frac{1-u^2}{1+u^2}\cdot\frac{(1-u^2)^2}{4}\cdot\frac{2\,du}{1-u^2}=-\frac{u^2(1-u^2)}{1+u^2}\,du .$$
Division gives $u^2(1-u^2)/(1+u^2)=-u^2+2-2/(1+u^2)$, whose integral from $0$ to $1$ is $-\frac13+2-\frac\pi2$. Hence
$$\Delta E^{CC}_{--}=\Big(\frac\pi2-\frac53\Big)\alpha^3D\,E_h=-0.0958703\,\frac{x^3}{8\pi}E_h=-0.003815\,x^3E_h.\quad\square\tag{7}$$

*Remark.* The neglected orbital momenta and binding energies enter as $p^2/m^2c^2$, which suggests corrections of relative order $x^2$; their coefficient, and whether they carry a logarithm, is not derived here. The same counting applies to the relativistic part of (2), so $\Delta E_{++}$ has an $x^3$ term of its own. The no-pair energy is thus complete through $x^2$ and incomplete at $x^3$.

## Lemma 5. One Coulomb and one transverse rung

*The CT remainder is $\alpha^3DE_h[(\tfrac43+4)\ln(1/x)+O(1)]$.*

*Proof.* **Energy integral.** For $++$ states $A,C\ge0$. Write
$$\frac1{(\omega-A+i0)(-\omega-C+i0)}=-\frac1{A+C}\Big[\frac1{\omega-A+i0}+\frac1{-\omega-C+i0}\Big].$$
For the first term times the photon denominator, close above, where the only pole is $\omega=-\omega_k$:
$$\frac{i}{2\pi}\int\!\frac{d\omega}{(\omega-A+i0)(\omega^2-\omega_k^2+i0)}=\frac{i}{2\pi}\,\frac{2\pi i}{(-\omega_k-A)(-2\omega_k)}=-\frac1{2\omega_k(\omega_k+A)} .$$
The second term follows from $\omega\to-\omega$. The static weight is $[-1/(A+C)](-1/\omega_k^2)$. Subtracting it, and using $\frac1{\omega_k+A}-\frac1{\omega_k}=-\frac{A}{\omega_k(\omega_k+A)}$,
$$W_{\rm ret}=-\frac1{2\omega_k^2(A+C)}\Big[\frac A{\omega_k+A}+\frac C{\omega_k+C}\Big]\ \longrightarrow\ -\frac1{2\omega_k^3}\quad(\omega_k\gg A,C).\tag{8}$$
For the reference state use (3). Closing above, $\frac{i}{2\pi}\int d\omega\,(\omega+i0)^{-2}(\omega^2-\omega_k^2+i0)^{-1}=-1/[\omega_k^2(-2\omega_k)]=+1/2\omega_k^3$, the other double pole gives the same by $\omega\to-\omega$, and the prefactor $-\frac12$ yields $-1/2\omega_k^3$. The reference state has the same weight as the limit (8), so the sum over states closes. The relevant excitations are $A\sim x^2mc^2$ or the recoil $\hbar^2k^2/2m$, and the limit holds for $x^2\ll\xi\ll1$. Adding the two orders of the rungs,
$$\delta E_{CT}=-2\int\!\frac{4\pi k^2dk}{(2\pi)^3}\,\frac{4\pi e^2\hbar^2c^2}{2(\hbar ck)^3}\,\langle V\,\overline{T_{\mathbf k}}\rangle=-\frac{2\alpha}{\pi}\int\!\frac{dk}k\,\langle V\,\overline{T_{\mathbf k}}\rangle,$$
where the bar averages over directions of $\mathbf k$.

Parts (a) and (b) of the theorem are now proved, and the retardation correction with one Coulomb and one transverse rung has been reduced to an integral over $dk/k$ of $\langle V\,\overline{T_{\mathbf k}}\rangle$. It remains to evaluate that integral and complete Lemma 5, to treat two transverse rungs, to prove (c) and (d), and to test the CC result numerically.

Numbers in the example were calculated in double precision.
